# Thermionic emission over a Schottky barrier and its Richardson constant, derived twice: verification in Python

```python
# Thermionic emission over a semiconductor-metal barrier.
# Result under test:
#   J = A T^2 exp(-phi/kT) [exp(qV/kT) - 1],  A = 4 pi q m k^2 / h^3,
# which is m (kT)^2/(2 pi^2) exp(-phi/kT) [exp(V/kT) - 1] in atomic units.
# phi: barrier top above the metal Fermi level; V: forward bias;
# m: effective mass in the semiconductor; kT: thermal energy;
# zeta: bulk band edge above the semiconductor Fermi level.
# Energies are measured from the metal Fermi level. Forward bias raises the
# semiconductor bulk. All crossings above the barrier have unit transmission.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_S = const.physical_constants["atomic unit of time"][0]
BOHR_A = BOHR_M * 1e10
K_AU = const.k / HARTREE_J                        # hartree per kelvin
FLUX_TO_A2S = 1 / (BOHR_A**2 * TIME_S)            # to 1/(angstrom^2 s)
FLUX_TO_ACM2 = const.e / (BOHR_M**2 * TIME_S) / 1e4   # to A/cm^2


def emission(source_masses, source_bottom, top, barrier_masses, fermi, kT):
    """Particle flux over the barrier, summed over source states.

    A state with v_z > 0 crosses if its energy is at least the barrier top
    plus the transverse energy that its k_x, k_y cost at the barrier.
    Full Fermi-Dirac occupation; three-dimensional wavevector quadrature.
    """
    mx, my, mz = source_masses
    bx, by = barrier_masses
    s = np.linspace(-9, 9, 61)
    kx = (s * np.sqrt(bx * kT))[:, None, None]
    ky = (s * np.sqrt(by * kT))[None, :, None]
    cell = (s[1] - s[0])**2 * kT * np.sqrt(bx * by)
    nodes, weights = np.polynomial.legendre.leggauss(80)
    normal_min = (top - source_bottom + kx**2 / 2 * (1 / bx - 1 / mx)
                  + ky**2 / 2 * (1 / by - 1 / my))
    assert np.all(normal_min >= 0)
    kz_min = np.sqrt(2 * mz * normal_min)
    kz_max = np.sqrt(2 * mz * (normal_min + 40 * kT))
    half = (kz_max - kz_min) / 2
    kz = kz_min + half * (1 + nodes)
    energy = (source_bottom + kx**2 / (2 * mx) + ky**2 / (2 * my)
              + kz**2 / (2 * mz))
    integrand = kz / mz * expit((fermi - energy) / kT)
    return 2 / (2 * np.pi)**3 * cell * np.sum(half * weights * integrand)


def richardson_flux(m, phi, kT):
    """Derived one-way flux in atomic units."""
    return m * kT**2 / (2 * np.pi**2) * np.exp(-phi / kT)


def close(a, b, tolerance=1e-7):
    return abs(a - b) <= tolerance * abs(b)


# Model parameters, chosen round
mass, phi_ev, zeta_ev, bias_v, temperature = 0.5, 0.70, 0.20, 0.20, 300.0
metal_mass, metal_depth_ev = 1.0, 5.0
phi, zeta, bias = (x / HARTREE_EV for x in (phi_ev, zeta_ev, bias_v))
depth = metal_depth_ev / HARTREE_EV
kT = K_AU * temperature

# Richardson constant: SI expression against the atomic-unit coefficient
A_free = 4 * np.pi * const.e * const.m_e * const.k**2 / const.h**3 / 1e4
A_from_au = K_AU**2 / (2 * np.pi**2) * FLUX_TO_ACM2
assert close(A_free, A_from_au)
assert abs(A_free - 120) < 0.5

# Temperature and mass laws, counted at the barrier top
for T_test in (200.0, 300.0, 400.0):
    for m_test in (0.1, 0.5, 1.2):
        t = K_AU * T_test
        counted = emission((m_test,) * 3, phi, phi, (m_test,) * 2, 0.0, t)
        assert close(counted, richardson_flux(m_test, phi, t))

# Metal-side flux carries the semiconductor mass for any metal mass
flux_0 = richardson_flux(mass, phi, kT)
for mm in (0.3, 1.0, 1.5):
    counted = emission((mm,) * 3, -depth, phi, (mass,) * 2, 0.0, kT)
    assert close(counted, flux_0)
metal_flux = emission((metal_mass,) * 3, -depth, phi, (mass,) * 2, 0.0, kT)

# Net current from bulk carriers minus metal carriers, several dopings, biases
for z_ev in (0.10, 0.20):
    for v_ev in (-0.10, 0.0, 0.02, 0.20):
        z, v = z_ev / HARTREE_EV, v_ev / HARTREE_EV
        bulk = emission((mass,) * 3, z + v, phi, (mass,) * 2, v, kT)
        expected = flux_0 * np.expm1(v / kT)
        scale = flux_0 * max(1.0, np.exp(v / kT))
        assert abs(bulk - metal_flux - expected) < 1e-7 * scale
bulk_flux = emission((mass,) * 3, zeta + bias, phi, (mass,) * 2, bias, kT)

# Ellipsoidal valley: only the two transverse masses matter
for mz in (0.3, 1.1):
    counted = emission((0.2, 0.9, mz), zeta, phi, (0.2, 0.9), 0.0, kT)
    assert close(counted, richardson_flux(np.sqrt(0.2 * 0.9), phi, kT))

# Kinetic theory: density at the barrier top times the effusion speed
integral = quad(lambda u: 2 * u**2 * expit(-u**2 - phi / kT), 0, 8,
                epsabs=0, epsrel=1e-10)[0]
density_top = np.sqrt(2) * (mass * kT)**1.5 / np.pi**2 * integral
effusion_speed = np.sqrt(kT / (2 * np.pi * mass))
counted_top = emission((mass,) * 3, phi, phi, (mass,) * 2, 0.0, kT)
assert close(density_top * effusion_speed, counted_top)

# Low barriers: Fermi-Dirac series instead of a single exponential
ratio = {}
for x in (1.0, 3.0):
    counted = emission((mass,) * 3, x * kT, x * kT, (mass,) * 2, 0.0, kT)
    n = np.arange(1, 61)
    series = np.sum((-1.0)**(n + 1) * np.exp(-n * x) / n**2)
    assert close(counted, mass * kT**2 / (2 * np.pi**2) * series)
    ratio[x] = richardson_flux(mass, x * kT, kT) / counted
    assert ratio[x] > 1

# Worked example
channels = mass * kT / np.pi / BOHR_A**2
rate = kT / (2 * np.pi) / TIME_S
boltzmann = np.exp(-phi / kT)
assert close(channels * rate * boltzmann, metal_flux * FLUX_TO_A2S)
net_flux = flux_0 * np.expm1(bias / kT)
J_sat = A_free * mass * temperature**2 * boltzmann
J_forward = J_sat * np.expm1(bias / kT)
assert close(J_forward, (bulk_flux - metal_flux) * FLUX_TO_ACM2)
coefficient = FLUX_TO_A2S / (2 * np.pi**2 * HARTREE_EV**2)

print("INPUTS")
print(f"effective mass m/m0 = {mass:.2f}")
print(f"barrier height phi = {phi_ev:.2f} eV")
print(f"bulk band edge above Fermi level zeta = {zeta_ev:.2f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"forward bias = {bias_v:.2f} V")
print(f"metal mass / m0 = {metal_mass:.2f}")
print(f"metal band bottom below Fermi level = {metal_depth_ev:.2f} eV")
print("RICHARDSON CONSTANT")
print(f"A for m = m0: {A_free:.3f} A/(cm^2 K^2)")
print(f"same, as flux/(kT)^2: {coefficient:.5e} 1/(angstrom^2 s eV^2)")
print(f"A for the example mass: {A_free * mass:.3f} A/(cm^2 K^2)")
print("INTERMEDIATE VALUES")
print(f"kT = {kT * HARTREE_EV:.6f} eV")
print(f"phi/kT = {phi / kT:.4f}")
print(f"band bending at zero bias = {phi_ev - zeta_ev:.2f} eV")
print(f"band bending at forward bias = {phi_ev - zeta_ev - bias_v:.2f} eV")
print(f"transverse channels m kT/pi = {channels:.5e} 1/angstrom^2")
print(f"rate kT/h = {rate:.5e} 1/s")
print(f"exp(-phi/kT) = {boltzmann:.5e}")
print(f"exp(qV/kT) = {np.exp(bias / kT):.2f}")
print(f"density at barrier top, V=0: {density_top / BOHR_A**3:.5e} 1/angstrom^3")
print(f"effusion speed = {effusion_speed * BOHR_A / TIME_S:.5e} angstrom/s")
print("FLUXES AND CURRENTS")
print(f"one-way flux, formula, V=0: {flux_0 * FLUX_TO_A2S:.5e} 1/(angstrom^2 s)")
print(f"metal to semiconductor, counted: {metal_flux * FLUX_TO_A2S:.5e} 1/(angstrom^2 s)")
print(f"semiconductor to metal, counted: {bulk_flux * FLUX_TO_A2S:.5e} 1/(angstrom^2 s)")
print(f"net flux, formula: {net_flux * FLUX_TO_A2S:.5e} 1/(angstrom^2 s)")
print(f"saturation current density = {J_sat:.5e} A/cm^2")
print(f"forward current density = {J_forward:.5e} A/cm^2")
print("LIMIT OF BOLTZMANN STATISTICS")
print(f"Boltzmann/Fermi-Dirac flux, barrier 1 kT: {ratio[1.0]:.5f}")
print(f"Boltzmann/Fermi-Dirac flux, barrier 3 kT: {ratio[3.0]:.5f}")
print("all assertions hold")
```

It prints:

```
INPUTS
effective mass m/m0 = 0.50
barrier height phi = 0.70 eV
bulk band edge above Fermi level zeta = 0.20 eV
temperature = 300 K
forward bias = 0.20 V
metal mass / m0 = 1.00
metal band bottom below Fermi level = 5.00 eV
RICHARDSON CONSTANT
A for m = m0: 120.173 A/(cm^2 K^2)
same, as flux/(kT)^2: 1.01007e+13 1/(angstrom^2 s eV^2)
A for the example mass: 60.087 A/(cm^2 K^2)
INTERMEDIATE VALUES
kT = 0.025852 eV
phi/kT = 27.0772
band bending at zero bias = 0.50 eV
band bending at forward bias = 0.30 eV
transverse channels m kT/pi = 5.39960e-04 1/angstrom^2
rate kT/h = 6.25099e+12 1/s
exp(-phi/kT) = 1.73987e-12
exp(qV/kT) = 2290.09
density at barrier top, V=0: 1.54363e-17 1/angstrom^3
effusion speed = 3.80437e+14 angstrom/s
FLUXES AND CURRENTS
one-way flux, formula, V=0: 5.87256e-03 1/(angstrom^2 s)
metal to semiconductor, counted: 5.87256e-03 1/(angstrom^2 s)
semiconductor to metal, counted: 1.34487e+01 1/(angstrom^2 s)
net flux, formula: 1.34428e+01 1/(angstrom^2 s)
saturation current density = 9.40888e-06 A/cm^2
forward current density = 2.15377e-02 A/cm^2
LIMIT OF BOLTZMANN STATISTICS
Boltzmann/Fermi-Dirac flux, barrier 1 kT: 1.08632
Boltzmann/Fermi-Dirac flux, barrier 3 kT: 1.01233
all assertions hold
```
